Generalized Norm Conservation and the Pseudo 4s Node of Titanium

**Problem**

The reference system is the titanium atom, Z = 22, in the configuration [Ar]3d²4s², treated with nonrelativistic, spherical, spin-unpolarized Kohn–Sham theory in the local density approximation (Slater exchange, Vosko–Wilk–Nusair correlation). In Gaussian units the screened potential is V(r) = −Ze²/r + V_H(r) + V_xc(r), and a radial s function u(r), real, vanishing at r = 0 and normalized by ∫₀^∞ u² dr = 1, obeys

 (T + V) u = ε u,  T = −(ħ²/2m) d²/dr².

Let ψ₁ be the 3s and ψ₂ the 4s solution, with ε₁ < ε₂ and signs chosen so that both tails are positive. Pseudo functions φ₁, φ₂ vanish at r = 0, equal ψ₁, ψ₂ for r ≥ r_c and join with at least two continuous derivatives. A bounded local potential V_loc equals V for r ≥ r_c. Define

 S_ij = ∫₀^rc ψ_i ψ_j dr,  Q_ij = S_ij − ∫₀^rc φ_i φ_j dr.

Generalized norm conservation is the set of conditions Q₁₁ = Q₂₂ = Q₁₂ = 0. An eigenvalue is called exact when it equals the reference eigenvalue with the screened potential held fixed. The reference omits relativity, spin polarization, multiplet splitting and correlation beyond the local approximation, and is not an experimental level.

(a) Find the overlap ⟨φ₁|φ₂⟩ over all space in terms of Q_ij. With φ₁ nodeless, what follows for the sign of φ₂, where, and how many times?
(b) Construct a separable operator V_NL such that H = T + V_loc + V_NL has φ₁, φ₂ as eigenfunctions with eigenvalues ε₁, ε₂. Which of the conditions on Q does this need, and for what?
(c) Find what Q₁₁ = Q₂₂ = 0 implies for the logarithmic derivative at r_c.
(d) Construct φ₁ and φ₂ and prove that the construction has a solution.
(e) Decide when ε₁ and ε₂ are the two lowest s levels of H.
(f) Carry this out for r_c = 1.8 bohr, and find what happens if a nodeless 4s is used instead.

**Solution**

**(a) Orthogonality and the sign change**

Split the overlap at r_c and use φ_i = ψ_i outside:

 ⟨φ₁|φ₂⟩ = ∫₀^rc φ₁φ₂ dr + ∫_rc^∞ ψ₁ψ₂ dr = (S₁₂ − Q₁₂) + ∫_rc^∞ ψ₁ψ₂ dr = ⟨ψ₁|ψ₂⟩ − Q₁₂.

The functions ψ₁ and ψ₂ are eigenfunctions of the Hermitian operator T + V with different eigenvalues, so ⟨ψ₁|ψ₂⟩ = 0 and

 ⟨φ₁|φ₂⟩ = −Q₁₂.  (1)

The pseudo pair is orthogonal if and only if Q₁₂ = 0. The same splitting gives ⟨φ_i|φ_i⟩ = 1 − Q_ii, so the full condition makes the pair orthonormal.

A nodeless φ₁ requires r_c beyond the last 3s node, since φ₁ inherits every node of ψ₁ outside r_c. Then φ₁ > 0 for r > 0. If the continuous function φ₂ had one sign everywhere, φ₁φ₂ would have one sign and would be nonzero in the tail, and its integral could not vanish. With Q₁₂ = 0, φ₂ therefore takes both signs.

Where the change lies depends on r_c. If r_c is inside the last 4s node, φ₂ changes sign in the inherited region whatever is done inside, and the statement says nothing new. If r_c is beyond the last 4s node, both ψ's are positive for r ≥ r_c, and ⟨ψ₁|ψ₂⟩ = 0 gives

 ∫₀^rc φ₁φ₂ dr = S₁₂ = −∫_rc^∞ ψ₁ψ₂ dr < 0.  (2)

So φ₂ is negative somewhere in (0, r_c), while φ₂(r_c) > 0, and by continuity it has a zero between. The node is forced into the region where the pseudo function is free.

S₁₂ is fixed by the two eigenvalues and the values and slopes at r_c. Let W = ψ₁ψ₂′ − ψ₂ψ₁′. The radial equation reads ψ_i″ = (2m/ħ²)(V − ε_i)ψ_i, so

 W′ = ψ₁ψ₂″ − ψ₂ψ₁″ = (2m/ħ²)[(V − ε₂) − (V − ε₁)]ψ₁ψ₂ = (2m/ħ²)(ε₁ − ε₂)ψ₁ψ₂.

Since W(0) = 0, integration to r_c gives

 (ħ²/2m) W(r_c) = (ε₁ − ε₂) S₁₂.  (3)

Orthogonality gives at least one sign change and does not fix the number. Write φ₂ = gφ₁. With g(r_c) > 0 and simple zeros, the number of nodes inside r_c is odd if g(0) < 0 and even, hence at least two, if g(0) > 0. Part (d) shows that two nodes are compatible with Q = 0. The count has to be read off the function that is built.

**(b) The separable operator and its Hermiticity**

Define

 χ_i = (ε_i − T − V_loc) φ_i = (ε_i − V_loc)φ_i + (ħ²/2m) φ_i″,  B_ij = ⟨φ_i|χ_j⟩.

For r ≥ r_c, φ_i = ψ_i and V_loc = V, so χ_i = 0 there by the radial equation. Continuity of φ_i′ keeps a delta function out of χ_i, and continuity of φ_i″ and V_loc makes χ_i go to zero continuously at r_c. Try

 V_NL = Σ_ij |χ_i⟩ M_ij ⟨χ_j|.

Because ⟨χ_j|φ_k⟩ = B_kj = (Bᵀ)_jk, one has V_NL φ_k = Σ_i χ_i (M Bᵀ)_ik. If B is invertible, the choice M = (Bᵀ)⁻¹ gives V_NL φ_k = χ_k, and then

 H φ_k = (T + V_loc)φ_k + (ε_k − T − V_loc)φ_k = ε_k φ_k.  (4)

No condition on Q was used: both eigenvalues are exact for any pair with invertible B. What Q controls is the symmetry of B. The adjoint of V_NL has Mᵀ in place of M. An invertible B implies that the χ_j are linearly independent (a relation Σ_j χ_j c_j = 0 would give Bc = 0), so V_NL is Hermitian if and only if M, and hence B, is symmetric. In the difference of the off-diagonal elements the V_loc terms cancel:

 B₁₂ − B₂₁ = (ε₂ − ε₁)∫₀^rc φ₁φ₂ dr + (ħ²/2m)∫₀^rc (φ₁φ₂″ − φ₂φ₁″) dr.

The last integrand is the derivative of φ₁φ₂′ − φ₂φ₁′, which vanishes at r = 0 and equals W(r_c) at r_c because values and slopes match there. Inserting (3) and ∫₀^rc φ₁φ₂ = S₁₂ − Q₁₂,

 B₁₂ − B₂₁ = (ε₂ − ε₁)(S₁₂ − Q₁₂) + (ε₁ − ε₂)S₁₂ = (ε₁ − ε₂) Q₁₂.  (5)

Since ε₁ ≠ ε₂, H is Hermitian if and only if Q₁₂ = 0. No other Hermitian operator in an ordinary eigenproblem Hφ = εφ avoids the condition: a Hermitian operator with eigenfunctions φ₁, φ₂ at different eigenvalues makes them orthogonal, and (1) then gives Q₁₂ = 0. Such a pseudo-Hamiltonian, if it keeps both levels, both tails and a nodeless 3s, must have a 4s with a node. The statement does not extend to a generalized eigenproblem Hφ = εOφ, as in ultrasoft and PAW methods. Take β_i = Σ_j [(Bᵀ)⁻¹]_ij χ_j, O = 1 + Σ_ij Q_ij|β_i⟩⟨β_j| and V_NL = Σ_ij (B_ij + ε_jQ_ij)|β_i⟩⟨β_j|. The coefficient matrix is symmetric by (5) and Hφ_k = ε_kOφ_k for any Q₁₂, so there the pair is orthogonal only in the metric O, and a nodeless 4s is possible. Equations (3) and (5) rest on the nonrelativistic radial equation for ψ_i and do not hold as written for a reference obeying a different equation.

Forcing symmetry by hand when Q₁₂ ≠ 0 destroys (4). Write B = Bˢ + (δ/2)J, with Bˢ the symmetric part, δ = B₁₂ − B₂₁, J₁₂ = −J₂₁ = 1 and J₁₁ = J₂₂ = 0. Then Bᵀ = Bˢ − (δ/2)J, and M = (Bˢ)⁻¹ gives

 V_NL φ_k = χ_k − (δ/2) Σ_i χ_i [(Bˢ)⁻¹J]_ik.

The matrix (Bˢ)⁻¹J is invertible, so none of its columns is zero, and with linearly independent χ_i the extra term is a nonzero function. It vanishes for r ≥ r_c, where φ_k does not, so it cannot be a multiple of φ_k, and neither φ_k remains an eigenfunction.

**(c) The diagonal conditions**

Let u(r, ε) be the solution of (H − ε)u = 0 on [0, r_c] with u(0) = 0, assumed unique up to scale. The problem closes on this interval because the χ's vanish outside it. Let D(ε) = u′(r_c)/u(r_c), and let a dot denote ∂/∂ε. Differentiating the equation gives (H − ε)u̇ = u, so

 ∫₀^rc [u (H − ε) u̇ − u̇ (H − ε) u] dr = ∫₀^rc u² dr.

On the left the local terms cancel, and the nonlocal terms Σ⟨u|χ_i⟩M_ij⟨χ_j|u̇⟩ − Σ⟨u̇|χ_i⟩M_ij⟨χ_j|u⟩ cancel when M is symmetric. The kinetic term leaves −(ħ²/2m)(u u̇′ − u̇ u′) at r_c, and u u̇′ − u̇ u′ = u² ∂(u′/u)/∂ε. Hence

 dD/dε = −(2m/ħ²) ∫₀^rc u² dr / u(r_c)².  (6)

The same derivation holds for T + V. At ε = ε_i the solutions are φ_i and ψ_i. They share value and slope at r_c, so D agrees, and by (6) dD/dε agrees if and only if Q_ii = 0, the common value being −(2m/ħ²)S_ii/ψ_i(r_c)². For the pseudo operator this used Hermiticity, that is Q₁₂ = 0. Equation (6) also shows that D decreases between its poles.

**(d) Construction of the pair**

Match the value and three derivatives at r_c. The radial equation supplies ψ″ = (2m/ħ²)(V − ε)ψ and, on differentiation, ψ‴ = (2m/ħ²)[V′ψ + (V − ε)ψ′]. Use t = r²/r_c². A cubic in t can match any four such numbers uniquely: it is fixed by its Taylor coefficients at t = 1, and the chain rule relates r-derivatives to t-derivatives by a triangular matrix with diagonal (2/r_c)ⁿ ≠ 0. The factor (1 − t)⁴ = (r_c − r)⁴(r_c + r)⁴/r_c⁸ vanishes at r_c with its first three derivatives, so multiples of it leave the matching intact.

For the 3s take φ₁ = r e^p, positive for r > 0 by its form, with

 p = c₀ + c₁t + c₂t² + c₃t³ + τ(1 − t)⁴.

The cubic matches L = ln ψ₁ − ln r. With a_n = ψ₁⁽ⁿ⁾/ψ₁ at r_c, and (ψ⁽ⁿ⁾/ψ)′ = a_(n+1) − a_n a₁,

 L′ = a₁ − 1/r_c,  L″ = a₂ − a₁² + 1/r_c²,  L‴ = a₃ − 3a₁a₂ + 2a₁³ − 2/r_c³.

The inner norm N(τ) = ∫₀^rc φ₁² dr has dN/dτ = 2∫φ₁²(1 − t)⁴ dr > 0, tends to 0 as τ → −∞ (the integrand is bounded and tends to zero for r < r_c) and to ∞ as τ → +∞. So N(τ) = S₁₁ has one solution. For χ₁ one needs φ₁′ = e^p(1 + rp′) and φ₁″ = e^p[r(p″ + p′²) + 2p′].

For the 4s take φ₂ = gφ₁ with

 g = g_m(t) + (1 − t)⁴ Σ_(k<K) y_k t^k,

where the cubic g_m matches ψ₂/ψ₁. The Leibniz rule applied to ψ₂ = gψ₁ and solved order by order gives, at r_c,

 g = ψ₂/ψ₁,  g′ = (ψ₂′ − gψ₁′)/ψ₁,  g″ = (ψ₂″ − 2g′ψ₁′ − gψ₁″)/ψ₁,
 g‴ = (ψ₂‴ − 3g″ψ₁′ − 3g′ψ₁″ − gψ₁‴)/ψ₁.

Let (f|h) = ∫₀^rc f h dr, f₀ = g_mφ₁, and let q₁ … q_K be an orthonormal basis of the span of φ₁(1 − t)⁴t^k, so that φ₂ = f₀ + Σ z_k q_k. Put a_k = (φ₁|q_k), c_k = (f₀|q_k) and z = z′ − c. The two conditions become

 Q₁₂ = 0: a·z′ = d,  d = S₁₂ − (φ₁|f₀) + a·c,
 Q₂₂ = 0: (f₀|f₀) + 2c·z + |z|² = (f₀|f₀) − |c|² + |z′|² = S₂₂.

The first is a hyperplane, solved by z′ = a d/|a|² + y with y·a = 0. Then |z′|² = d²/|a|² + |y|², and the second is a sphere:

 |y|² = ρ² = S₂₂ − N_min(K),  N_min(K) = (f₀|f₀) − |c|² + d²/|a|².  (7)

N_min is the least inner norm compatible with the matching and with Q₁₂ = 0. It cannot increase with K, because the spans are nested. A solution exists when K ≥ 2 and N_min < S₂₂, and this happens at finite K. The functions φ₁(1 − t)⁴t^k are complete on (0, r_c): if h is orthogonal to all of them, hφ₁(1 − t)⁴ has vanishing moments against every polynomial in t, hence vanishes by the Weierstrass theorem, and φ₁(1 − t)⁴ > 0 gives h = 0. Parseval's relation then gives, as K → ∞, |c|² → (f₀|f₀), |a|² → (φ₁|φ₁) = S₁₁ and a·c → (φ₁|f₀), so d → S₁₂ and

 N_min → S₁₂²/S₁₁ < S₂₂.

The inequality is Cauchy–Schwarz for ψ₁, ψ₂ on (0, r_c), strict because solutions at different energies are not proportional.

To select a point on the sphere, minimize ∫₀^rc φ₂′² dr. In coordinates on the (K − 1)-dimensional space y·a = 0 this is E(y) = yᵀAy + 2b·y + const. A Lagrange multiplier μ gives (A − μ)y = −b. Let λ₀ be the lowest eigenvalue of A. As μ runs from −∞ to λ₀, |y(μ)| rises monotonically from 0 to ∞, provided b has a component along the lowest eigenvector, so |y| = ρ has one root μ < λ₀. It is the global minimum: E − μ|y|² is a quadratic form stationary at y, so for any y* on the sphere E(y*) − E(y) = (y* − y)ᵀ(A − μ)(y* − y) ≥ 0. For K = 2 the sphere is two points, and the rule picks y = −ρ sign b.

Two nodes are also allowed. Start from a solution with g(0) < 0, one simple node and ρ > 0, and add to g a smooth bump of fixed height, confined to r < η, that makes g(0) > 0. Since φ₁² ∝ r² near the origin, Q₁₂ and Q₂₂ change by order η³. Their gradients in z′ are along a and along a d/|a|² + y, independent because y ≠ 0, so a shift of z′ of order η³ restores Q = 0 and, for small η, leaves g positive at 0 and negative beyond η. Parts (b) and (c) hold for that pair too, provided its matrix B is invertible.

**(e) Ghost states**

Equation (4) places ε₁ and ε₂ in the spectrum and says nothing about levels below them. Take a finite orthonormal basis, A_ε = H_loc − ε with H_loc = T + V_loc, X the matrix whose two columns are the χ's, B symmetric, and A_ε, B and H − ε invertible. Consider the quadratic form F(x, s) = xᵀA_εx + 2xᵀXs − sᵀBs and complete the square in two ways:

 F = (x + A_ε⁻¹Xs)ᵀA_ε(x + A_ε⁻¹Xs) − sᵀ(B + XᵀA_ε⁻¹X)s,
 F = −(s − B⁻¹Xᵀx)ᵀB(s − B⁻¹Xᵀx) + xᵀ(A_ε + XB⁻¹Xᵀ)x.

Both are invertible changes of variables, so by Sylvester's law of inertia the number of negative directions is the same. Since A_ε + XB⁻¹Xᵀ = H − ε, the numbers n of levels below ε obey

 n(H) = n(H_loc) + pos[B + Xᵀ(H_loc − ε)⁻¹X] − pos B,  (8)

where pos counts positive eigenvalues of a 2 × 2 matrix. The middle term is 0, 1 or 2, so

 n(H_loc) − pos B ≤ n(H) ≤ n(H_loc) + 2 − pos B.  (9)

For ε just above ε₂, n(H) ≥ 2 by (4), and the pair is lowest when n(H) = 2. One sufficient condition needs no inversion. Let the lowest level e_loc of H_loc lie above ε₂. Orthonormality gives B_ij = ε_jδ_ij − ⟨φ_i|H_loc|φ_j⟩, and for a unit vector w the variational principle gives wᵀBw ≤ ε₂ − e_loc < 0. Then pos B = 0, and for ε₂ < ε < e_loc, (9) gives n(H) ≤ 2, hence n(H) = 2.

For V_loc inside r_c take α + βt + v(1 − t)², with β = V′(r_c)r_c/2 (from dt/dr = 2/r_c), α = V(r_c) − β and v = V₀ − α, where V₀ = V_loc(0) is free. This V_loc has a continuous slope at r_c, which with the matched φ‴ makes χ′ continuous. Since ∂B_ij/∂V₀ = −(φ_i|(1 − t)²|φ_j) is negative definite, both eigenvalues of B fall steadily from +∞ to −∞ as V₀ rises. Each passes through zero once, and at those V₀ the construction fails. Just above such a V₀ an eigenvalue of B is small and negative. If the χ's stay linearly independent there, XB⁻¹Xᵀ has an eigenvalue tending to −∞, and H has a deep ghost in some interval above the singular point.

**(f) Titanium at r_c = 1.8 bohr**

Numbers are in hartree (me⁴/ħ²) and bohr (ħ²/me²), where ħ²/2m = 1/2. They come from the numerical output below, in which labels 3 and 4 stand for indices 1 and 2.

The reference was solved on a finite-element mesh, tested on hydrogenic s and d levels to 10⁻⁷ hartree and on the virial theorem. Under ρ(r) → λ³ρ(λr) the kinetic energy scales as λ², the Coulomb energies as λ, and dE_xc/dλ = 3∫ρ(v_xc − ε_xc)d³r at λ = 1; stationarity makes 2E_kin + E_ne + E_H + 3∫ρ(v_xc − ε_xc)d³r vanish, and the residue is −2.6 × 10⁻⁹ hartree against a total energy of −847.277 hartree. The levels are

 ε₁ = −2.2580065 hartree = −61.4435 eV,  ε₂ = −0.1671063 hartree = −4.5472 eV,

so ε₁ − ε₂ = −2.090900. The last nodes lie at 0.4044 (3s) and 1.254 (4s), both inside r_c, which is the nontrivial case of (a). At r_c, ψ₁ = 0.370813, ψ₁′ = −0.632510, ψ₂ = 0.354220, ψ₂′ = 0.496838, so

 W = 0.370813 × 0.496838 + 0.354220 × 0.632510 = 0.184234 + 0.224048 = 0.408282,
 S₁₂ = 0.408282/(2 × (−2.090900)) = −0.097633.

Direct quadrature gives S₁₂ = −0.097633 and a tail overlap +0.097633, testing (2) and (3). Also S₁₁ = 0.961765 and S₂₂ = 0.059609: the core region holds 96% of the 3s norm and 6% of the 4s norm.

The 3s exponent is p = 1.03075 − 3.32989t + 0.86316t² − 0.14386t³ − 0.46137(1 − t)⁴. At t = 1 it sums to −1.57984 = ln(0.370813/1.8). For the 4s, N_min falls from 0.05575 at K = 2 to 0.02602 at K = 8, still well above its limit 0.097633²/0.961765 = 0.00991. Already K = 2 lies below S₂₂, with ρ = √(0.05961 − 0.05575) = 0.0621, and

 g = −0.38677 + 0.49794t + 0.35784t² + 0.48624t³ + (1 − t)⁴(0.08681 + 0.14724t).

Here g(r_c) = 0.95525 = 0.354220/0.370813 and g(0) = −0.38677 + 0.08681 = −0.29996, so the node count is odd. A search finds one node, at r = 1.2471. There t = 0.48002, the cubic is −0.38677 + 0.23902 + 0.08245 + 0.05378 = −0.01152, and the last term is 0.07310 × 0.15749 = +0.01151. The overlap divides into −0.150656 below the node, +0.053023 from the node to r_c and +0.097633 beyond, which add to zero: the negative inner lobe cancels the overlap of the outer 4s lobe with the 3s. The node lies 0.007 bohr from the all-electron one although no condition fixes it there. This closeness is an observation for this one choice of r_c, K and selection rule; nothing derived here implies it. The other point of the K = 2 sphere, with last factor 0.56671 − 2.92354t, also has Q = 0. It has g(0) > 0, two nodes at 0.380 and 1.309, and ∫₀^rc φ₂′² dr = 0.705 against 0.449 for the selected point.

V₀ was scanned, with levels counted below ε₂ + 0.005 = −0.1621. At each value the tests found B symmetric and both ε_i in the spectrum to 10⁻⁶ hartree, and (8) equal to the count from diagonalization. At V₀ = −100, n(H_loc) = 6 and pos B = 2, so (9) forces n ≥ 4; the count is 5, three ghosts alongside two exact levels. At V₀ = −10, n(H_loc) = 2 and pos B = 2, so (9) gives n ≤ 2. At V₀ = 100, e_loc = −0.1295 > ε₂, B is negative definite and n = 2, as the sufficient condition requires. At −5, 0, 5 and 20 the bound (9) allows 3, and the full formula gives 2. The signs of the eigenvalues of B place its two singular points between −10 and −5 and between −5 and 0; they lie at V₀ = −5.307 and −2.489. The counts hold at the sampled values only. For V₀ from −2.489 to about −2.40 there is a ghost (at −72.8 hartree for V₀ = −2.479), while above −5.307 none is seen at offsets of 10⁻³ hartree or more.

Take V₀ = 0: β = 1.319147 × 0.9 = 1.187232, α = −1.052890 − 1.187232 = −2.240122, v = 2.240122. Then B₁₁ = −2.557531, B₁₂ = B₂₁ = 0.475206, B₂₂ = −0.102938, det B = 0.263267 − 0.225821 = 0.037446, and in inverse hartree

 M₁₁ = −0.102938/0.037446 = −2.749,  M₁₂ = −12.69,  M₂₂ = −68.30.

On a separate, coarser element mesh the two lowest levels are −2.258007 and −0.167106 hartree (−61.4435 and −4.5472 eV), and their eigenvectors were tested to coincide with φ₁, φ₂. In a basis sin(qr) in a box of 30 bohr, the differences (computed level minus ε₁ or ε₂) are 2.0 × 10⁻³ and 5.2 × 10⁻⁴ hartree at q_max = 5 bohr⁻¹ and about 10⁻⁷ at 10 bohr⁻¹, positive and falling as the variational principle for a Hermitian H requires. At 30 bohr⁻¹ the 4s error is −1.3 × 10⁻¹⁰, below the reference. The element mesh shows −1.5 × 10⁻¹⁰. The origin of this undershoot is not examined here; it lies far inside the asserted tolerance of 10⁻⁶.

The logarithmic derivatives, from an R-matrix on [0, r_c], are −1.70574 (3s) and 1.40262 (4s) bohr⁻¹ for both operators. Equation (6) predicts slopes −2 × 0.961765/0.370813² = −13.989 and −2 × 0.059609/0.354220² = −0.9502, and finite differences of both operators were tested against these to a relative 10⁻⁴. Away from the reference energies nothing is imposed. The all-electron and pseudo values are 2.3550 and 2.3549 at −1.0 hartree and agree to four decimals at −0.5 (1.7327) and +0.25 (1.0142). Since D decreases between poles yet is larger at −1.0 than at ε₁, both operators have a pole between, where u(r_c) = 0. Three sampled energies are an observation and do not exclude a narrow spurious level above ε₂.

Because r_c lies beyond the last 4s node, the exponential form also yields a nodeless 4s with Q₂₂ = 0, at τ = 6.3680. Its inner overlap with φ₁ is S₁₂ − Q₁₂ = −0.097633 + 0.297656 = +0.200023, of the wrong sign for (2), and the full overlap is 0.297656 = −Q₁₂, testing (1). Equation (5) predicts (−2.090900)(−0.297656) = 0.62237, and quadrature gives B₁₂ − B₂₁ = 0.143605 + 0.478765 = 0.62237 hartree. With M = (Bᵀ)⁻¹ both eigenvalues are found within 2 × 10⁻¹⁰ hartree, but the operator is not Hermitian, which is how its eigenfunctions can overlap. With the symmetrized B the three lowest levels are −46.85, −1.320 and −0.138 hartree. The level nearest ε₁ is 0.94 hartree above it, the level nearest ε₂ is 0.029 hartree above it, and a further level lies far below both.

Values computed for the example and the checks

```
Z = 22, rc = 1.8 bohr, E_tot(LDA) = -847.27722 Ha, virial residue -2.6e-09 Ha
eps_3s = -2.2580065 Ha = -61.4435 eV; nodes (bohr): [0.0926 0.4044]
psi_3s and 3 derivatives at rc (a.u.): [ 0.370813 -0.63251   0.893745 -0.546184]
eps_4s = -0.1671063 Ha = -4.5472 eV; nodes (bohr): [0.0923 0.3938 1.254 ]
psi_4s and 3 derivatives at rc (a.u.): [ 0.35422   0.496838 -0.627526  0.054356]
V(rc) = -1.052890 Ha, V'(rc) = 1.319147 Ha/bohr
S_33 = 0.9617652, S_44 = 0.0596092, S_34 = -0.0976330
tail overlap = 0.0976330, W(rc) = 0.4082818 /bohr^2, W/2(e3-e4) = -0.0976330
p_3s cubic coefficients in t: [ 1.03075 -3.32989  0.86316 -0.14386] tau = -0.46137
N_min(K=2..8): [0.05575 0.04935 0.04276 0.0371  0.03254 0.02891 0.02602] bound S34^2/S33 = 0.00991
g cubic coefficients in t: [-0.38677  0.49794  0.35784  0.48624]
K = 2, sphere radius = 0.06213, y_k: [0.08681 0.14724] g(0) = -0.29996
<phi3|phi4> = -1.5e-15; pseudo 4s nodes (bohr): [1.2471]
phi3*phi4 integrals: below node -0.150656, node..rc 0.053023, beyond rc 0.097633
scan: V0 (Ha), lowest Hloc level (Ha), n_loc, eig B (Ha), levels below -0.1621 Ha
   -100   -83.7708  6  [ 0.526  49.7567] 5
    -10    -5.4996  2  [0.0385 2.5954] 2
     -5    -2.2561  2  [-0.0539  0.0405] 2
      0    -0.5141  1  [-2.6463 -0.0142] 2
      5    -0.2710  1  [-5.2661 -0.0416] 2
     20    -0.1787  1  [-13.1262  -0.1229] 2
    100    -0.1295  0  [-55.0479  -0.5558] 2
chosen Vloc(0) = 0 Ha; B33, B34, B43, B44 (Ha): [-2.557531  0.475206  0.475206 -0.102938]
element mesh: E0 = -2.2580065 Ha = -61.4435 eV, E1 = -0.1671063 Ha = -4.5472 eV
  errors -8.5e-13, -1.5e-10 Ha
sine basis qmax = 5/bohr (47 functions): errors 2.03e-03, 5.17e-04 Ha
sine basis qmax = 10/bohr (95 functions): errors 1.06e-07, 1.43e-07 Ha
sine basis qmax = 30/bohr (286 functions): errors 4.59e-11, -1.27e-10 Ha
3s: D AE -1.70574, PS -1.70574 /bohr; slope AE -13.9891, PS -13.9891, formula -13.9891 /(bohr Ha)
4s: D AE 1.40262, PS 1.40262 /bohr; slope AE -0.9502, PS -0.9502, formula -0.9502 /(bohr Ha)
D at -1.0 Ha: AE 2.3550, PS 2.3549 /bohr
D at -0.5 Ha: AE 1.7327, PS 1.7327 /bohr
D at 0.25 Ha: AE 1.0142, PS 1.0142 /bohr
nodeless 4s: tau = 6.3680, Q34 = -0.297656, <phi3|phi4> = 0.297656
  B34 = 0.143605, B43 = -0.478765, difference 0.622370, (e3-e4)Q34 = 0.622370 Ha
  symmetrized B, three lowest levels (Ha): [-46.85198  -1.32032  -0.13829]
  non-Hermitian operator: distance to eps_3s, eps_4s = 5.7e-13, 1.6e-10 Ha
```
